**Brewster incidence on silicon at 10.6 µm**

For p-polarised light in air, silicon of real refractive index $n$ has zero reflectance at $\theta_B=\arctan n$, measured from the surface normal; $n=3.42$ gives 73.70°. The program solves the field-continuity equations numerically and asserts that a scan from 0 to 89.99° finds one sign change of the reflection amplitude, at this angle. It also asserts the formulas for the normal-incidence and s-polarised reflectances, the angular and index tolerances, and the effect of weak absorption. Further assertions compare the thin-film formula with integration of Maxwell's equations, the free-carrier response with the equation of motion, and Joule heating with the power that is not reflected. The output shows a reflectance near 0.0009 for a 1° pointing error and a loss of 0.0071 when 1% of the power is s-polarised. With rough material data, the reflectance at 73.70° rises to about 0.043 for solid silicon at 1573 K and 0.70 for the melt. These hot values are model estimates, not measurements.

## Numerical check

```python
"""
Result under test: p-polarised light in air is not reflected by silicon of
real index n at the single angle theta_B = arctan(n), measured from the normal.
Symbols: eps = relative permittivity, k0 = vacuum wave number, r = ratio of
reflected to incident magnetic amplitude (p) or electric amplitude (s),
R = |r|^2, q = normal wave number in silicon divided by k0.
Time factor exp(-i omega t). Material data for hot silicon are rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

wavelength_nm = 10600.0
n_si = 3.42
k0 = 2 * np.pi / wavelength_nm                      # 1/nm
omega = 2 * np.pi * const.c / (wavelength_nm * 1e-9)  # rad/s
deg = np.pi / 180


def match_fields(eps1, eps2, angle, polarisation="p"):
    """Solve the continuity conditions; return reflected, transmitted."""
    kx2 = eps1 * np.sin(angle) ** 2
    kz1 = np.sqrt(eps1 - kx2 + 0j)
    kz2 = np.sqrt(eps2 - kx2 + 0j)
    a, b = (kz1 / eps1, kz2 / eps2) if polarisation == "p" else (kz1, kz2)
    return np.linalg.solve(np.array([[-1, 1], [a, b]]), np.array([1, a]))


def fresnel_p(eps1, eps2, sin_air):
    q1 = np.sqrt(eps1 - sin_air ** 2 + 0j)
    q2 = np.sqrt(eps2 - sin_air ** 2 + 0j)
    return (eps2 * q1 - eps1 * q2) / (eps2 * q1 + eps1 * q2)


def reflectance(eps, angle):
    return abs(fresnel_p(1.0, eps, np.sin(angle))) ** 2


def film_reflection(eps_film, eps_sub, thickness, angle):
    s = np.sin(angle)
    top, bottom = fresnel_p(1, eps_film, s), fresnel_p(eps_film, eps_sub, s)
    phase = np.exp(2j * k0 * thickness * np.sqrt(eps_film - s ** 2 + 0j))
    return (top + bottom * phase) / (1 + top * bottom * phase)


def film_by_integration(eps_film, eps_sub, thickness, angle):
    """Integrate Maxwell's equations from the substrate up to the air."""
    s = np.sin(angle)

    def slope(z, y):
        return [1j * k0 * eps_film * y[1],
                1j * k0 * (1 - s ** 2 / eps_film) * y[0]]
    start = np.array([1, np.sqrt(eps_sub - s ** 2 + 0j) / eps_sub], complex)
    sol = solve_ivp(slope, (thickness, 0), start, rtol=1e-10, atol=1e-12)
    ratio = sol.y[1, -1] / sol.y[0, -1]
    return (np.cos(angle) - ratio) / (np.cos(angle) + ratio)


def drude_term(density_cm3, mass, mobility_cm2):
    plasma2 = density_cm3 * 1e6 * const.e ** 2 / (
        const.epsilon_0 * mass * const.m_e)
    gamma = const.e / (mass * const.m_e * mobility_cm2 * 1e-4)
    return -(plasma2 / omega ** 2) / (1 + 1j * gamma / omega)


def power_depth(eps, angle):
    return 1 / (2 * k0 * np.sqrt(eps - np.sin(angle) ** 2 + 0j).imag)


# Brewster angle from the field equations, including a search for other zeros
eps_si = n_si ** 2
theta_b = np.arctan(n_si)
theta_t = np.arcsin(np.sin(theta_b) / n_si)


def r_def(angle, eps=eps_si):
    return match_fields(1.0, eps, angle)[0]


grid = np.linspace(0, 89.99, 1801) * deg
values = np.array([r_def(a).real for a in grid])
crossings = np.where(values[:-1] * values[1:] < 0)[0]
assert len(crossings) == 1
i = crossings[0]
root = brentq(lambda a: r_def(a).real, grid[i], grid[i + 1], xtol=1e-13)
assert abs(root - theta_b) < 1e-10
assert abs(theta_b + theta_t - np.pi / 2) < 1e-12
for angle in (0.0, 0.6, 1.4):
    for eps in (eps_si, 8 + 3j):
        assert abs(r_def(angle, eps)
                   - fresnel_p(1, eps, np.sin(angle))) < 1e-12

# Dipole direction from the solved fields, and lower wafer face
h_t = match_fields(1, eps_si, root)[1]
field = h_t * np.array([np.sqrt(eps_si - np.sin(root) ** 2),
                        -np.sin(root)]) / eps_si
ray = np.array([np.sin(root), -np.cos(root)])
assert abs(field[0] * ray[1] - field[1] * ray[0]) < 1e-10
assert abs(match_fields(eps_si, 1.0, theta_t)[0]) < 1e-10

# Other reflectances and tolerances
R_normal = ((n_si - 1) / (n_si + 1)) ** 2
R_s = ((n_si ** 2 - 1) / (n_si ** 2 + 1)) ** 2
assert abs(abs(r_def(0)) ** 2 - R_normal) < 1e-12
assert abs(abs(match_fields(1, eps_si, root, "s")[0]) ** 2 - R_s) < 1e-10
slope_A = (n_si ** 4 - 1) / (2 * n_si ** 3)
step = 1e-5
numeric = (r_def(root + step) - r_def(root - step)).real / (2 * step)
assert abs(numeric / -slope_A - 1) < 1e-5


def find_zero(index):
    return brentq(lambda a: r_def(a, index ** 2).real, 1.0, 1.5, xtol=1e-13)


angle_per_index = 1 / (1 + n_si ** 2)
numeric = (find_zero(n_si + 1e-3) - find_zero(n_si - 1e-3)) / 2e-3
assert abs(numeric / angle_per_index - 1) < 1e-4
kappa = 0.01
R_kappa = kappa ** 2 * (n_si ** 2 - 1) ** 2 / (4 * n_si ** 6)
assert abs(abs(r_def(root, (n_si + 1j * kappa) ** 2)) ** 2
           / R_kappa - 1) < 0.01
sigma = 1 * deg
R_spread = quad(lambda u: abs(r_def(root + sigma * u)) ** 2
                * np.exp(-u * u / 2) / np.sqrt(2 * np.pi), -5, 5)[0]
# The quadratic law omits higher powers of a one-degree spread.
assert abs(R_spread / (slope_A * sigma) ** 2 - 1) < 0.03

# Carrier response from the equation of motion
g = 0.5
motion = solve_ivp(lambda t, v: -g * v + np.exp(-1j * t), (0, 60),
                   np.array([0j]), rtol=1e-9, atol=1e-11)
response = 1j * motion.y[0, -1] * np.exp(60j)
test_mass = 0.26
test_mu = const.e / (test_mass * const.m_e * g * omega) * 1e4
test_density = (omega ** 2 * const.epsilon_0 * test_mass * const.m_e
                / const.e ** 2) * 1e-6
assert abs(drude_term(test_density, test_mass, test_mu) - response) < 1e-6

# Rough silicon model for heating
acceptors = 1e15
mass_dos_e, mass_dos_h = 1.09, 1.15
mass_e, mass_h = 0.26, 0.37
mu_e300, mu_h300 = 1400.0, 450.0
dn_dT = 2e-4


def band_density(mass, T):
    return 2 * (mass * const.m_e * const.k * T
                / (2 * np.pi * const.hbar ** 2)) ** 1.5 * 1e-6


def gap_ev(T):
    return 1.17 - 4.73e-4 * T ** 2 / (T + 636)


def carriers(T):
    ni = np.sqrt(band_density(mass_dos_e, T) * band_density(mass_dos_h, T))
    ni *= np.exp(-gap_ev(T) * const.e / (2 * const.k * T))
    holes = acceptors / 2 + np.sqrt(acceptors ** 2 / 4 + ni ** 2)
    return ni, ni ** 2 / holes, holes


def hot_eps(T):
    _, electrons, holes = carriers(T)
    return ((n_si + dn_dT * (T - 300)) ** 2
            + drude_term(electrons, mass_e, mu_e300 * (T / 300) ** -2.4)
            + drude_term(holes, mass_h, mu_h300 * (T / 300) ** -2.2))


T_test = 700.0
prefactor = (2 * mass_dos_e * const.m_e * const.k * T_test
             / const.hbar ** 2) ** 1.5 / (2 * np.pi ** 2) * 1e-6
integral = quad(lambda x: np.sqrt(x) * np.exp(-x), 0, np.inf)[0]
assert abs(prefactor * integral / band_density(mass_dos_e, T_test) - 1) < 1e-6
ni, electrons, holes = carriers(T_test)
log_p = brentq(lambda x: (np.exp(x) - ni ** 2 / np.exp(x) - acceptors) / ni,
               np.log(ni), np.log(ni + 2 * acceptors))
assert abs(np.exp(log_p) / holes - 1) < 1e-8

# Joule heating must account for all power that is not reflected
T_peak = 1573.0
eps_hot = hot_eps(T_peak)
r_hot, h_hot = match_fields(1, eps_hot, theta_b)
q_hot = np.sqrt(eps_hot - np.sin(theta_b) ** 2)
E2 = (abs(q_hot) ** 2 + np.sin(theta_b) ** 2) * abs(h_hot / eps_hot) ** 2
heating = k0 * eps_hot.imag * E2 * power_depth(eps_hot, theta_b)
assert abs(heating / (np.cos(theta_b) * (1 - abs(r_hot) ** 2)) - 1) < 1e-8

# Thin layers, wafer transmission and melt
oxide_index = 2.1 + 0.15j
oxide_nm, junction_nm = 100.0, 30.0
junction_density, junction_mu = 1e20, 80.0
eps_junction = eps_si + drude_term(junction_density, mass_e, junction_mu)
film_R = []
for eps_film, thick in ((oxide_index ** 2, oxide_nm),
                        (eps_junction, junction_nm)):
    formula = film_reflection(eps_film, eps_si, thick, theta_b)
    direct = film_by_integration(eps_film, eps_si, thick, theta_b)
    assert abs(formula - direct) < 1e-7
    film_R.append(abs(formula) ** 2)
wafer_um = 775.0
lattice_alpha = 1.0                                # 1/cm, rough
lattice_loss = 1 - np.exp(-lattice_alpha * wafer_um * 1e-4 / np.cos(theta_t))
melt_resistivity = 80.0                            # micro-ohm cm, rough
melt_density = 2.2e23                              # 1/cm^3, rough
melt_mu = 1 / (melt_resistivity * 1e-6 * melt_density * const.e)
eps_melt = 1 + drude_term(melt_density, 1.0, melt_mu)
dwell_ms, diffusivity = 1.0, 0.1                   # ms, cm^2/s
heat_length = np.sqrt(diffusivity * dwell_ms * 1e-3) * 1e4

print(f"Wavelength: {wavelength_nm / 1000:.1f} um")
print(f"Photon energy: {const.h * const.c / (wavelength_nm * 1e-9) / const.e:.4f} eV")
print(f"Silicon gap at 300 K (rough model): {gap_ev(300):.3f} eV")
print(f"Silicon index: {n_si:.2f}")
print(f"Brewster angle: {theta_b / deg:.3f} deg = {theta_b:.5f} rad")
print(f"Zero found from field matching: {root / deg:.3f} deg")
print(f"Refraction angle: {theta_t / deg:.3f} deg")
print(f"Normal-incidence reflectance: {R_normal:.4f}")
print(f"s reflectance at Brewster angle: {R_s:.4f}")
print(f"Loss from 1 percent s power: {0.01 * R_s:.5f}")
print(f"Slope A: {slope_A:.4f} per rad")
print(f"R_p, angle 1 deg too small: {reflectance(eps_si, theta_b - deg):.3e}")
print(f"R_p, angle 1 deg too large: {reflectance(eps_si, theta_b + deg):.3e}")
print(f"Mean R_p, 1 deg rms spread: {R_spread:.3e}")
print(f"Quadratic estimate of that mean: {(slope_A * sigma) ** 2:.3e}")
print(f"Angle shift for index +0.005: {0.005 * angle_per_index / deg:.4f} deg")
print(f"R_p at Brewster angle for kappa {kappa:.2f}: {R_kappa:.3e}")
print(f"Footprint stretch: {1 / np.cos(theta_b):.4f}")
print(f"Entering flux / beam irradiance, normal: {1 - R_normal:.4f}")
print(f"Entering flux / beam irradiance, Brewster: {np.cos(theta_b):.4f}")
print(f"Wafer thickness: {wafer_um:.0f} um; acceptors: {acceptors:.1e} cm^-3")
print(f"Lattice absorption (rough): {lattice_alpha:.1f} cm^-1")
print(f"Single-pass lattice loss: {lattice_loss:.4f}")
print(f"Conduction masses e, h: {mass_e:.2f}, {mass_h:.2f} m_e")
print(f"DOS masses e, h: {mass_dos_e:.2f}, {mass_dos_h:.2f} m_e")
print(f"300 K mobilities e, h: {mu_e300:.0f}, {mu_h300:.0f} cm2/Vs")
print(f"Thermo-optic slope (rough): {dn_dT:.1e} K^-1")
print("Hot rows: uniform temperature, free carriers, no lattice loss")
for T in (300.0, 700.0, 1000.0, 1300.0, T_peak):
    eps = hot_eps(T)
    best = minimize_scalar(lambda a: reflectance(eps, a),
                           bounds=(45 * deg, 89.5 * deg), method="bounded",
                           options={"xatol": 1e-8})
    depth = power_depth(eps, theta_b) / 1000
    absorbed = -np.expm1(-wafer_um / depth)
    index = np.sqrt(eps)
    print(f"T {T:.0f} K: holes {carriers(T)[2]:.2e} cm^-3, "
          f"index {index.real:.3f}+{index.imag:.2e}i")
    print(f"  R_p at cold Brewster angle {reflectance(eps, theta_b):.2e}; "
          f"best angle {best.x / deg:.2f} deg, R_p {best.fun:.2e}")
    print(f"  power depth {depth:.3g} um; single-pass absorption {absorbed:.4f}")
print(f"Thermal index change alone at {T_peak:.0f} K: {dn_dT * (T_peak - 300):.4f}")
theta_thermal = np.arctan(n_si + dn_dT * (T_peak - 300))
print(f"Brewster shift from it alone: {(theta_thermal - theta_b) / deg:.3f} deg")
print(f"Electrons / band density at {T_peak:.0f} K: "
      f"{carriers(T_peak)[1] / band_density(mass_dos_e, T_peak):.3f}")
print(f"Heat length, {dwell_ms:.0f} ms and {diffusivity:.1f} cm2/s: {heat_length:.0f} um")
print(f"Oxide {oxide_nm:.0f} nm, index {oxide_index.real:.2f}+{oxide_index.imag:.2f}i: R_p {film_R[0]:.3e}")
print(f"Junction {junction_nm:.0f} nm, {junction_density:.0e} cm^-3, {junction_mu:.0f} cm2/Vs")
print(f"Junction R_p at Brewster angle: {film_R[1]:.3e}")
print(f"Melt: {melt_resistivity:.0f} micro-ohm cm, {melt_density:.1e} electrons cm^-3")
print(f"Melt R_p at cold Brewster angle: {reflectance(eps_melt, theta_b):.4f}")
print("finished without a failed check")
```

It prints:

```
Wavelength: 10.6 um
Photon energy: 0.1170 eV
Silicon gap at 300 K (rough model): 1.125 eV
Silicon index: 3.42
Brewster angle: 73.701 deg = 1.28633 rad
Zero found from field matching: 73.701 deg
Refraction angle: 16.299 deg
Normal-incidence reflectance: 0.2998
s reflectance at Brewster angle: 0.7098
Loss from 1 percent s power: 0.00710
Slope A: 1.6975 per rad
R_p, angle 1 deg too small: 8.227e-04
R_p, angle 1 deg too large: 9.382e-04
Mean R_p, 1 deg rms spread: 8.860e-04
Quadratic estimate of that mean: 8.778e-04
Angle shift for index +0.005: 0.0226 deg
R_p at Brewster angle for kappa 0.01: 1.788e-06
Footprint stretch: 3.5632
Entering flux / beam irradiance, normal: 0.7002
Entering flux / beam irradiance, Brewster: 0.2806
Wafer thickness: 775 um; acceptors: 1.0e+15 cm^-3
Lattice absorption (rough): 1.0 cm^-1
Single-pass lattice loss: 0.0776
Conduction masses e, h: 0.26, 0.37 m_e
DOS masses e, h: 1.09, 1.15 m_e
300 K mobilities e, h: 1400, 450 cm2/Vs
Thermo-optic slope (rough): 2.0e-04 K^-1
Hot rows: uniform temperature, free carriers, no lattice loss
T 300 K: holes 1.00e+15 cm^-3, index 3.420+2.36e-06i
  R_p at cold Brewster angle 2.82e-11; best angle 73.70 deg, R_p 9.98e-14
  power depth 3.43e+05 um; single-pass absorption 0.0023
T 700 K: holes 2.79e+16 cm^-3, index 3.498+6.60e-04i
  R_p at cold Brewster angle 1.06e-04; best angle 74.04 deg, R_p 7.51e-09
  power depth 1.23e+03 um; single-pass absorption 0.4679
T 1000 K: holes 1.09e+18 cm^-3, index 3.487+4.49e-02i
  R_p at cold Brewster angle 1.15e-04; best angle 74.00 deg, R_p 3.49e-05
  power depth 18.1 um; single-pass absorption 1.0000
T 1300 K: holes 9.14e+18 cm^-3, index 3.258+4.47e-01i
  R_p at cold Brewster angle 4.20e-03; best angle 73.06 deg, R_p 3.86e-03
  power depth 1.8 um; single-pass absorption 1.0000
T 1573 K: holes 3.37e+19 cm^-3, index 3.170+1.49e+00i
  R_p at cold Brewster angle 4.33e-02; best angle 73.86 deg, R_p 4.32e-02
  power depth 0.543 um; single-pass absorption 1.0000
Thermal index change alone at 1573 K: 0.2546
Brewster shift from it alone: 1.075 deg
Electrons / band density at 1573 K: 0.098
Heat length, 1 ms and 0.1 cm2/s: 100 um
Oxide 100 nm, index 2.10+0.15i: R_p 2.199e-03
Junction 30 nm, 1e+20 cm^-3, 80 cm2/Vs
Junction R_p at Brewster angle: 7.508e-03
Melt: 80 micro-ohm cm, 2.2e+23 electrons cm^-3
Melt R_p at cold Brewster angle: 0.7049
finished without a failed check
```
